# Logarithmic derivatives, enclosed charge and norm-conserving pseudopotentials for hafnium

A hafnium atom in hafnia meets electrons whose energies differ by several electronvolts from the atomic levels at which its pseudopotential was built. Inside a core radius $r_c$ the pseudopotential replaces the strong all-electron potential by a smooth one. Outside, the two potentials agree, so the surroundings sense the replacement through the logarithmic derivative of the radial wave at $r_c$. Matching that number at one energy is easy. The question is what keeps it matched when the energy moves.

## Conventions

Hartree atomic units are used, with eV for energy windows and meV for errors. The potential $V(r)$ is spherical, real, local and independent of energy, and is held fixed while $E$ varies. For angular momentum $l$, the radial function $u=rR_l$ obeys

$$-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V\right]u=Eu,\qquad u\sim r^{l+1}\ (r\to0).$$

Primes denote $d/dr$. Define

$$D(E)=\frac{u'(r_c)}{u(r_c)},\qquad q(E)=\frac{1}{u(r_c)^2}\int_0^{r_c}u^2\,dr .$$

Both are independent of the normalization of $u$. The quantity $q$, a length, is the enclosed charge per unit $u(r_c)^2$. We assume $u(r_c)\neq0$. The energy need not be an eigenvalue, because no condition is imposed at large $r$.

## The identity

Let $u_1,u_2$ be the regular solutions at $E_1,E_2$. The radial equation gives

$$u_i''=\left[\frac{l(l+1)}{r^2}+2V-2E_i\right]u_i .$$

Multiply the equation for $u_2$ by $u_1$, the one for $u_1$ by $u_2$, and subtract. The centrifugal and potential terms cancel:

$$u_1u_2''-u_2u_1''=-2(E_2-E_1)u_1u_2 .$$

The left side is $(u_1u_2'-u_2u_1')'$, since the products $u_1'u_2'$ cancel. Integrate from 0 to $r_c$. At the origin each term of the bracket vanishes as $r^{2l+1}$, so

$$\left[u_1u_2'-u_2u_1'\right]_{r_c}=-2(E_2-E_1)\int_0^{r_c}u_1u_2\,dr .$$

Dividing by $u_1(r_c)u_2(r_c)$ turns the left side into $D(E_2)-D(E_1)$. Divide by $E_2-E_1$ and let $E_2\to E_1$:

$$\boxed{\frac{dD}{dE}=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2\,dr=-2q}$$

The factor 2 comes from the kinetic energy $-\frac12 d^2/dr^2$. The sign says that $D$ falls with energy between its poles: a faster electron bends more towards the axis before it reaches $r_c$.

A free $s$ wave shows the factors explicitly. With $V=0$, $u=\sin kr$ and $E=k^2/2$, we have $D=k\cot kr_c$ and $d/dE=(1/k)\,d/dk$, hence

$$\frac{dD}{dE}=\frac{\cot kr_c}{k}-\frac{r_c}{\sin^2kr_c}.$$

The charge integral is $r_c/2-\sin(2kr_c)/(4k)$. Multiplying it by $-2/\sin^2kr_c$ gives the same expression. As $k\to0$, $u\propto r$ and both sides become $-2r_c/3$.

If $u(r_c)=0$, $D$ has a pole and its reciprocal should be used. From $d(1/D)/dE=-D^{-2}dD/dE$,

$$\frac{d}{dE}\frac{u}{u'}\bigg|_{r_c}=\frac{2}{u'(r_c)^2}\int_0^{r_c}u^2\,dr,$$

which stays finite there.

## What norm conservation achieves

Let "ae" denote all-electron and "ps" pseudo quantities, and let $\epsilon=E-E_0$ be measured from the reference energy. Expand the difference of the logarithmic derivatives, using $dD/dE=-2q$ and $d^2D/dE^2=-2\,dq/dE$:

$$D_{ps}-D_{ae}=\left[D_{ps}-D_{ae}\right]_{E_0}-2(q_{ps}-q_{ae})\epsilon-\left(\frac{dq_{ps}}{dE}-\frac{dq_{ae}}{dE}\right)\epsilon^2+O(\epsilon^3).$$

The charges and their derivatives are taken at $E_0$. Matching $D$ removes the first term. The second then vanishes if and only if $q_{ps}=q_{ae}$. When the orbitals are also scaled to agree at $r_c$, this is equality of the charge inside the core radius, that is, norm conservation. The quadratic term generally survives, because nothing has fixed $dq/dE$.

It is useful to express the error as an energy. Since the reference slope is $-2q_{ae}$, define

$$\delta E=\frac{D_{ps}-D_{ae}}{-2q_{ae}} .$$

Near $E_0$, a positive $\delta E$ means that the pseudo-atom shows at $r_c$ approximately the logarithmic derivative that the real atom would have at an energy higher by $\delta E$. Farther away the slope of $D_{ae}$ changes, and $\delta E$ is then a scaled measure of the error in $D$, not an actual energy shift. With $D$ matched but the charge wrong, $\delta E\approx(q_{ps}/q_{ae}-1)\epsilon$.

## From logarithmic derivative to phase shift

Let both potentials coincide beyond $r_c$ and fall off at least as fast as $r^{-s}$ with some $s>1$, so that a phase shift exists. At $E=k^2/2>0$, scale the outer solutions to unit amplitude, $u\to\sin(kr-l\pi/2+\eta)$. They obey the same equation at the same energy, so $W=u_{ae}u_{ps}'-u_{ps}u_{ae}'$ is constant beyond $r_c$. At $r_c$ it is $u_{ae}u_{ps}(D_{ps}-D_{ae})$. At large $r$, the subtraction formula for the sine gives $W=k\sin(\eta_{ae}-\eta_{ps})$. Therefore

$$\sin(\eta_{ps}-\eta_{ae})=-\frac{u_{ae}(r_c)u_{ps}(r_c)}{k}\,(D_{ps}-D_{ae}).$$

For a reference energy in the continuum, a second-order error in $D$ thus gives a second-order phase error. For a bound reference level, the expansion concerns $D$, and this formula converts its error at any positive energy.

## The relativistic reference

Hafnium needs a relativistic all-electron calculation, while the pseudo-orbital usually obeys a Schrödinger equation. Let $P$ and $Q$ be the large and small radial components, $F=2cQ$, and measure $E$ without the rest energy. The Dirac equations are

$$P'=-\frac{\kappa}{r}P+\left[1+\frac{E-V}{2c^2}\right]F,\qquad F'=\frac{\kappa}{r}F-2(E-V)P,$$

with $\kappa=2$ for $d_{3/2}$ and $\kappa=-1$ for $s_{1/2}$. For two energies, differentiate $P_1F_2-P_2F_1$. The $\kappa$ terms cancel in pairs, as do the terms containing $V$, leaving

$$(P_1F_2-P_2F_1)'=-2(E_2-E_1)\left[P_1P_2+\frac{F_1F_2}{4c^2}\right].$$

For a finite nucleus the boundary term at the origin vanishes. Integrating, dividing by $P_1P_2$ at $r_c$ and taking the limit as before gives

$$\frac{d}{dE}\frac{F}{P}\bigg|_{r_c}=-2q,\qquad q=\frac{1}{P(r_c)^2}\int_0^{r_c}\left(P^2+\frac{F^2}{4c^2}\right)dr .$$

The charge now includes the small component, since $F^2/4c^2=Q^2$. The pseudo-orbital is matched to $D=P'/P=-\kappa/r_c+[1+(E-V)/2c^2]F/P$. Differentiation by the product rule gives

$$\frac{dD_{ae}}{dE}=-2q+\rho_c,\qquad \rho_c=-\frac{q(E-V)}{c^2}+\frac{1}{2c^2}\frac{F}{P},$$

evaluated at $r_c$. A Schrödinger pseudo-orbital carrying the full charge $q$ has slope $-2q$. Its linear error is therefore $-\rho_c\epsilon$: norm conservation is correct to first order in energy up to this residue of order $1/c^2$.

## Constructing the pseudo-orbital

Set $t=(r/r_c)^2-1$ and take, for $r\le r_c$,

$$u_{ps}=r^{l+1}e^{p},\qquad p=b_0+b_1t+b_2t^2-\lambda t^3 .$$

At $r_c$, $t=0$ and $dt/dr=2/r_c$. Hence $p'=2b_1/r_c$ and $p''=(2b_1+8b_2)/r_c^2$. The matching proceeds as follows.

1. Scale the all-electron orbital to $P(r_c)=1$. Then $b_0=-(l+1)\ln r_c$.
2. Since $u'/u=(l+1)/r+p'$, matching $D$ requires $b_1=\tfrac12[r_cD-(l+1)]$.
3. Continuity of the potential fixes $u''/u=l(l+1)/r_c^2+2[V(r_c)-E_0]$. From $(\ln u)''=u''/u-D^2$,
$$p''(r_c)=\frac{l(l+1)}{r_c^2}+2[V(r_c)-E_0]-D^2+\frac{l+1}{r_c^2},$$
and $b_2=[r_c^2p''(r_c)-2b_1]/8$.
4. Find $\lambda$ from $\int_0^{r_c}u_{ps}^2\,dr=q_{ae}$.

The last step has one solution. The term $-\lambda t^3=\lambda(1-r^2/r_c^2)^3$ does not alter the value, slope or curvature at $r_c$, and it is positive inside for $\lambda>0$. The charge has derivative $2\int_0^{r_c}(1-r^2/r_c^2)^3u_{ps}^2\,dr>0$ with respect to $\lambda$, and runs from zero to infinity as $\lambda$ runs from $-\infty$ to $\infty$.

To obtain the potential, use

$$\frac{u''}{u}=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2 .$$

The radial equation then gives

$$V_{ps}=E_0+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}.$$

It is finite at the origin because $p'\propto r$ there. This is the screened potential; subtracting the valence Hartree and exchange-correlation potentials gives the ionic one.

## Hafnium: numbers and their reading

The example is a free atom in the configuration $4f^{14}5d^26s^2$, solved with the Dirac equation and a spin-unpolarised local density approximation (Slater exchange, Perdew–Wang correlation). The open shell is averaged spherically and the nucleus has finite size. Relativistic corrections to exchange, the Breit interaction and correlation beyond the local approximation are left out. The reference energies are $-3.15$ eV for $5d_{3/2}$ and $-5.26$ eV for $6s_{1/2}$, with $r_c=2.0$ and $2.6$ bohr.

For $5d_{3/2}$, $q=1.046747$ bohr, so

$$-2q=-2.093494\ \mathrm{bohr^{-1}Ha^{-1}} .$$

Finite differences of directly integrated waves give $-2.093493$ for the norm-conserving potential and $-2.093524$ for the Dirac atom, in the same unit. The difference is the residue $\rho_c=-3.1\times10^{-5}$. Its second term can be checked by hand: $D=-0.2083$ and $\kappa/r_c=1$ give $F/P\approx0.792$, and division by $2c^2=3.756\times10^4$ gives $+2.1\times10^{-5}$. The first term is therefore $-5.2\times10^{-5}$. The many digits serve only to compare slopes within one fixed potential: changing the numerical resolution of the self-consistent atom can shift $q$ itself by nearly $10^{-4}$ bohr and $D$ by about $10^{-4}$ bohr$^{-1}$.

The small component holds $2.0\times10^{-4}$ of the enclosed charge. Omitting it from the target norm would add $\delta E\approx-2.0\times10^{-4}\epsilon$, or $-0.2$ meV at $\epsilon=1$ eV. The residue alone contributes $-3.1\times10^{-5}/2.09=-1.5\times10^{-5}$ of $\epsilon$, about $-0.015$ meV there. The full charge is therefore the better target for the slope at $E_0$. It need not give the smaller error at every energy: for $\epsilon>0$ the negative linear error of the other choice opposes the positive quadratic one, outweighing it at small $\epsilon$ but leaving 0.07 instead of 0.28 meV at $+1$ eV, while for $\epsilon<0$ the two add.

A control potential isolates the role of the norm. It has the same $r_c$, reference energy, functional form and $D(E_0)$, but 20 % too much charge. The errors $\delta E$ in meV are:

| $\epsilon$ (eV) | $5d$, conserving | $5d$, control | $6s$, conserving |
|---:|---:|---:|---:|
| −5 | 4.9 | −701 | 52 |
| −1 | 0.27 | −185 | 2.5 |
| +1 | 0.28 | 216 | 2.8 |
| +5 | 10.2 | 1530 | 88 |

The first-order prediction for the control is $0.2\times1\ \mathrm{eV}=200$ meV at $\epsilon=1$ eV, against 216 meV computed. Between $+0.5$ and $+1$ eV, the $5d$ error grows as the power 1.06 of $\epsilon$ for the control and 2.14 for the norm-conserving potential. The excess over 2 comes from odd terms: averaging the errors at $\pm\epsilon$ gives 0.0685 meV at 0.5 eV and 0.275 meV at 1 eV, a ratio of 4.0.

"Correct to first order" does not mean accurate over any chosen window. The conserving $6s$ error reaches 88 meV at $+5$ eV, and its average at $\pm1$ eV is about ten times that of $5d$. The channels differ in both orbital and core radius, so this comparison does not identify the cause.

At 1 eV above the vacuum level, the $d$ phase error is 0.0003 rad with the correct norm and 0.049 rad with the control. For the $s$ wave the values are 0.0067 and 0.101 rad. Both members of each pair were continued beyond $r_c$ with the same Schrödinger equation, so these figures measure the error made inside.

## When the potential changes too

In a solid the screening potential changes by some $\delta V(r)$. In the equations for $P$ and $F$, $E$ enters only as $E-V$, so a local change of potential acts like a local change of energy with opposite sign. To first order,

$$\delta\left(\frac FP\right)_{r_c}=\frac{2}{P(r_c)^2}\int_0^{r_c}\left(P^2+\frac{F^2}{4c^2}\right)\delta V\,dr .$$

For the pseudo-orbital the weight is $u_{ps}^2$. Write $n_{ae}$ and $n_{ps}$ for the two densities, each divided by the squared orbital at $r_c$. If both atoms experience the same $\delta V$, then, apart from terms that are of order $1/c^2$ relative to each atom's own response (not relative to the difference below),

$$\delta E_V=\frac1q\int_0^{r_c}(n_{ae}-n_{ps})\,\delta V\,dr .$$

A uniform $\delta V$ drops out because the norms agree. Norm conservation does not protect against the variation of $\delta V$ inside the core.

Removing both $6s$ electrons from the atom, self-consistently, lowers the mean potential felt by $5d$ inside $r_c$ by 15.3 eV. The unprotected error is only $-0.4$ meV for $5d$ and 12 meV for $6s$. These are first-order estimates at an energy that moves with the mean potential; they do not say that a 15 eV shift at fixed energy is harmless. Integrating with the full $\delta V$ at that moving energy leaves the $5d$ value at $-0.4$ meV and changes the $6s$ value to 12.6 meV. The levels of the ion lie 1.1 and 2.3 eV above that energy, and there $\delta E$ is $-0.2$ and 36 meV. All of these figures assume that both atoms feel the all-electron $\delta V$.

## Relation to hafnia

Hafnia has a band gap of roughly 6 eV and Hf–O distances of roughly 0.21 nm. The $\pm5$ eV window is therefore of the right scale, although atomic levels and band energies have different zeros. The core radii are 0.106 and 0.138 nm; the larger leaves about 0.07 nm along a bond for the oxygen core sphere, and overlapping spheres would break the assumption of a common outer potential. The oxide also breaks the assumption of fixed atomic screening. The 0.4 and 12 meV found for the doubly charged ion cover only one part of this cause, because they assume that both atoms feel the same $\delta V$. A pseudo-ion screens with its own density and its core cannot relax, and the $4f$, $5s$, $5p$ core of hafnium overlaps the valence shell, with about 0.75 core electrons beyond 2.0 bohr. Solved self-consistently with these potentials and a $5d_{5/2}$ channel built the same way, the pseudo-ion misplaces the $5d_{3/2}$ and $6s$ levels by about 85 and 165 meV when exchange-correlation is unscreened with the valence density alone, and by about $-22$ and $-57$ meV when the full core density is kept in it. The ion is also a crude substitute for hafnium's formal charge of $4+$ and for bonding, so none of these values is a bound.

Other choices can outweigh the norm-conserving error. The computed $5d$ spin–orbit splitting is 0.46 eV. A single $d$ channel at the degeneracy-weighted mean misplaces $5d_{3/2}$ by $0.6\times0.456=0.27$ eV and $5d_{5/2}$ by 0.18 eV. Making $c$ ten times larger, which nearly removes relativity, lowers $5d_{3/2}$ by 0.75 eV and raises $6s$ by 0.72 eV. A pseudopotential conserves whatever reference it is given, including that reference's errors. The remaining values are in the numerical output.

## Computed values

```
Hf atom, Dirac LDA: electrons = 72.00000
speed of light = 137.0360 a.u.
5d3/2 level, shooting = -0.11589 Ha = -3.154 eV
5d3/2 level, basis = -0.11594 Ha
6s1/2 level, shooting = -0.19329 Ha = -5.260 eV
--- 5d3/2: r_c = 2.0 bohr
D at r_c = -0.20828 1/bohr
charge/P(r_c)^2, all-electron = 1.046747 bohr
small-component share of charge = 2.00e-04
dD/dE all-electron = -2.093524 1/(bohr Ha)
dD/dE norm-conserving = -2.093493 1/(bohr Ha)
dD/dE control (charge x 1.2) = -2.512192 1/(bohr Ha)
relativistic residue = -3.11e-05 1/(bohr Ha)
lambda: conserving 0.2853, control 0.8151
V_ps(0), conserving = -6.6845 Ha
offset (eV): energy error conserving, control (meV)
  -5.0: +4.874, -700.53
  -2.0: +0.975, -344.50
  -1.0: +0.269, -185.36
  -0.5: +0.073, -96.24
  +0.5: +0.064, +103.97
  +1.0: +0.281, +216.35
  +2.0: +1.251, +469.48
  +5.0: +10.215, +1529.60
error order 0.5 to 1 eV: 2.140, 1.057
phase error at +1.0 eV: +0.00029, +0.04908 rad
6s removal: mean potential shift = -15.269 eV
6s removal: unprotected error = -0.42 meV
--- 6s1/2: r_c = 2.6 bohr
D at r_c = 0.17310 1/bohr
charge/P(r_c)^2, all-electron = 0.726298 bohr
small-component share of charge = 1.46e-04
dD/dE all-electron = -1.452616 1/(bohr Ha)
dD/dE norm-conserving = -1.452596 1/(bohr Ha)
dD/dE control (charge x 1.2) = -1.743115 1/(bohr Ha)
relativistic residue = -2.00e-05 1/(bohr Ha)
lambda: conserving -0.8854, control -0.0322
V_ps(0), conserving = 1.2708 Ha
offset (eV): energy error conserving, control (meV)
  -5.0: +51.535, -646.62
  -2.0: +9.508, -334.35
  -1.0: +2.506, -182.67
  -0.5: +0.646, -95.54
  +0.5: +0.667, +104.71
  +1.0: +2.757, +219.40
  +2.0: +11.693, +482.56
  +5.0: +87.610, +1632.05
error order 0.5 to 1 eV: 2.047, 1.067
phase error at +1.0 eV: +0.00670, +0.10088 rad
6s removal: mean potential shift = -14.815 eV
6s removal: unprotected error = 12.04 meV
--- neglected effects
5d spin-orbit splitting = 0.456 eV
5d3/2 shift if c is 10 times larger = -0.750 eV
6s shift if c is 10 times larger = 0.724 eV
```
